# How far hydrogen in palladium spreads by zero-point motion

**Question.** A hydrogen atom in palladium occupies an octahedral site, midway between pairs of metal atoms along three perpendicular axes. Its vibration has a quantum of 69 meV. If the well is harmonic, how large is the root-mean-square displacement along each Cartesian axis in the ground state, how does it scale, and how much do anharmonicity, temperature, motion of the metal and tunnelling change it?

**Answer.**

### The well and its levels

Take the palladium atoms as fixed at first, and measure the displacement $(x,y,z)$ of the hydrogen atom from the centre of its site. Inversion symmetry removes the linear term of the potential. Reflection $x\to-x$ forbids quadratic terms such as $xy$, and the quarter turns of the cubic site make the three remaining coefficients equal. To second order, apart from a constant,

$$V=\tfrac12 k(x^2+y^2+z^2),\qquad k=m\omega^2 ,$$

where $m$ is the mass of the hydrogen atom. The Hamiltonian is a sum of three identical one-dimensional ones, so one axis is enough:

$$H=\frac{p^2}{2m}+\frac12 m\omega^2x^2 .$$

Define a length $s$ by $s^2=\hbar/(2m\omega)$, and the operator

$$a=\frac{x}{2s}+\frac{i s p}{\hbar},\qquad a^\dagger=\frac{x}{2s}-\frac{i s p}{\hbar}.$$

From $[x,p]=i\hbar$, the two cross terms of the commutator are each $1/2$, so $[a,a^\dagger]=1$. The product is

$$a^\dagger a=\frac{x^2}{4s^2}+\frac{s^2p^2}{\hbar^2}+\frac{i}{2\hbar}[x,p]
=\frac{x^2}{4s^2}+\frac{s^2p^2}{\hbar^2}-\frac12 .$$

Multiplying by $\hbar\omega$ and inserting $s^2$ turns the first term into $m\omega^2x^2/2$ and the second into $p^2/(2m)$. Hence

$$H=\hbar\omega\left(a^\dagger a+\tfrac12\right).$$

The commutator shows that $a$ lowers the eigenvalue of $a^\dagger a$ by one and $a^\dagger$ raises it by one. That eigenvalue cannot be negative, because $\langle\psi|a^\dagger a|\psi\rangle$ is the squared norm of $a\psi$. Repeated lowering must therefore end at a state with $a\psi_0=0$, and the eigenvalues are $n=0,1,2,\dots$ The spacing of the levels is the vibrational quantum $E=\hbar\omega$.

Since $ip/\hbar=d/dx$, the condition $a\psi_0=0$ reads $s\,\psi_0'=-x\psi_0/(2s)$, with the solution $\psi_0\propto e^{-x^2/(4s^2)}$. The probability density $|\psi_0|^2\propto e^{-x^2/(2s^2)}$ is a Gaussian of variance $s^2$. Thus

$$\langle x^2\rangle_0=\frac{\hbar}{2m\omega}=\frac{\hbar^2}{2mE},\qquad
x_{\rm rms}=\frac{\hbar}{\sqrt{2mE}} .$$

### The size for 69 meV

With $E=1.1055\times10^{-20}$ J and $m=1.67353\times10^{-27}$ kg,

$$\langle x^2\rangle_0=\frac{(1.054572\times10^{-34}\ \mathrm{J\,s})^2}{2(1.67353\times10^{-27}\ \mathrm{kg})(1.1055\times10^{-20}\ \mathrm{J})}
=3.006\times10^{-22}\ \mathrm{m^2}.$$

This is 0.0301 Å$^2$, so $x_{\rm rms}=0.173$ Å, or 0.0173 nm. The displacement is near 0.17 Å along each axis. The same arithmetic is shorter with $\hbar^2/(2m)=2.074$ meV Å$^2$: divide by 69 meV and take the root.

The three mean squares add, so the distance from the centre has the root-mean-square value $\sqrt3\,x_{\rm rms}=0.300$ Å. The two numbers describe the same state and differ only in what is averaged.

For scale, the distance to the nearest palladium atoms is half the lattice constant, 1.945 Å for a rough lattice constant of 3.89 Å. The displacement per axis is about 9% of it. The zero-point energy of the three axes together is $3E/2=103.5$ meV. Along each axis the potential share is $k\langle x^2\rangle_0/2=\hbar\omega/4=17.25$ meV, and the kinetic share is the same. A numerical solution on a grid, started from the spring constant $k=18.39$ N/m, returned the 69 meV spacing, both energy shares and the mean square.

### How it scales

Two scaling laws follow, depending on what is held fixed. At a given quantum, $x_{\rm rms}\propto (mE)^{-1/2}$. At a given spring constant, $\omega=\sqrt{k/m}$ gives

$$\langle x^2\rangle_0=\frac{\hbar}{2\sqrt{km}},\qquad x_{\rm rms}\propto(km)^{-1/4}.$$

A well sixteen times as stiff halves the displacement. The weak dependence makes the estimate tolerant of errors: for small changes at fixed mass, the relative change of $x_{\rm rms}$ is minus half that of $E$. A quantum 10% lower gives 0.183 Å, and one 10% higher gives 0.165 Å.

### If the well is not harmonic

An observed quantum is a difference of two levels and does not by itself prove that the well is harmonic. A sum rule shows how much this matters. For any potential $V(x,y,z)$, $[H,x]=-i\hbar p_x/m$, and therefore

$$[x,[H,x]]=-\frac{i\hbar}{m}[x,p_x]=\frac{\hbar^2}{m}.$$

Written out, the double commutator is $2xHx-x^2H-Hx^2$. Take its mean value in the ground state, of energy $E_0$, and insert a complete set of states in the first term. With $x_{n0}=\langle n|x|0\rangle$,

$$\sum_n (E_n-E_0)|x_{n0}|^2=\frac{\hbar^2}{2m}.$$

By inversion symmetry $x_{00}=0$. Let $\Delta$ be the lowest excitation energy for which $x_{n0}\neq0$. Each contributing term then has $E_n-E_0\ge\Delta$, and since $\langle x^2\rangle=\sum_n|x_{n0}|^2$,

$$\langle x^2\rangle\le\frac{\hbar^2}{2m\Delta},\qquad
\frac{\hbar^2}{2m\Delta}-\langle x^2\rangle=\sum_n\frac{E_n-E_0-\Delta}{\Delta}|x_{n0}|^2 .$$

The harmonic well reaches the bound, because $x=s(a+a^\dagger)$ connects its ground state to the first excited level alone. If the observed 69 meV is $\Delta$, the harmonic result is thus an upper bound for the ground state of a single, fixed, inversion-symmetric well. It applies to an atom confined to one site. The exact ground state of a periodic lattice is spread over all sites, and its lowest coupled levels lie in the tunnelling band.

Now add a weak quartic term to the one-dimensional well. The matrix elements to higher levels are of first order in that term, so their squares, and the shortfall from the bound, are of second order. As an example, let the second level interval be 10% larger than the first, with the first held at 69 meV. The mean square is then 0.9992 of the bound, and $x_{\rm rms}$ remains 0.173 Å. This is a mild one-dimensional case. Three-dimensional cubic wells with strong $x^4$ and $x^2y^2$ terms, whose overtones lie between about 1.9 and 2.5 times the first interval, give about 0.99 of the bound, or 0.172 to 0.173 Å.

A box with hard walls is a far harsher case. For width $L$ its levels are $n^2\pi^2\hbar^2/(2mL^2)$, so the first interval is $\Delta=3\pi^2\hbar^2/(2mL^2)$. The ground-state density is $(2/L)\cos^2(\pi x/L)=(1/L)[1+\cos(2\pi x/L)]$. The constant part contributes $L^2/12$ to the mean square. Two integrations by parts of the cosine part give $-L^2/(2\pi^2)$. Hence

$$\langle x^2\rangle=L^2\left(\frac1{12}-\frac1{2\pi^2}\right),\qquad
\frac{\langle x^2\rangle}{\hbar^2/(2m\Delta)}=\frac{\pi^2}{4}-\frac32=0.967 .$$

With $\Delta=69$ meV the box is 0.943 Å wide and the displacement is 0.171 Å, less than 2% below the harmonic value.

The bound can be very loose in a double well. With minima at $\pm b$ and a high barrier, $\langle x^2\rangle$ is close to $b^2$, while $\Delta$ is a tunnelling splitting that tends to zero and sends the bound to infinity. The estimate needs a single well around the site. The well need not be precisely parabolic, but a narrow core with wide, shallow shoulders can also leave the mean square clearly below the bound.

### Temperature

At temperature $T$ the level $n$ has a weight proportional to $e^{-nE/k_BT}$. Squaring $x=s(a+a^\dagger)$ and keeping the terms that return to the same level gives $\langle n|x^2|n\rangle=s^2(2n+1)$. The geometric series gives the mean level number $\bar n=1/(e^{E/k_BT}-1)$, so

$$\langle x^2\rangle_T=s^2(2\bar n+1)=\frac{\hbar^2}{2mE}\coth\frac{E}{2k_BT}.$$

For $k_BT\ll E$ the factor tends to one. For $k_BT\gg E$ it tends to $2k_BT/E$, and the classical result $k_BT/k$ appears.

At 300 K, $k_BT=25.85$ meV and $E/(2k_BT)=1.335$. The factor is 1.149, which raises the displacement from 0.173 to 0.186 Å. This assumes evenly spaced levels; in strongly quartic cubic wells with the same first interval the value at 300 K is 0.181 to 0.183 Å. The classical formula would give 0.150 Å, less than the zero-point value alone. The classical mean square equals the zero-point one when $k_BT=E/2$, at 400 K. Room temperature is therefore neither deep in the quantum limit nor classical for this vibration.

### Motion of the palladium

Hydrogen also rides on the vibrations of the metal. Let springs of constant $f$ tie it to its two neighbours along $x$, whose displacements are $u_1$ and $u_2$. For motion at frequency $\Omega$, Newton's equation is

$$-m\Omega^2x=-f(x-u_1)-f(x-u_2),$$

which gives

$$x=\frac{(u_1+u_2)/2}{1-m\Omega^2/(2f)} .$$

In slow vibrations the hydrogen follows the average of these two neighbours. In the fastest metal vibrations, near 28 meV, the denominator is about $1-(28/69)^2=0.84$, so it moves somewhat more than that average.

Each normal mode is an independent oscillator, so the mean squares of the modes add without cross terms. For a mode of frequency $\omega_j$ in which hydrogen has the mass-weighted amplitude $e_j$ along $x$, the contribution is

$$\langle x^2\rangle_j=\frac{\hbar e_j^2}{2m\omega_j}\coth\frac{\hbar\omega_j}{2k_BT}.$$

A periodic crystal with nearest-neighbour springs gives the size. The Pd–Pd springs, 40.0 N/m, set the highest metal phonon at 28 meV; the H–Pd springs, 9.15 N/m, keep the hydrogen mode at 69 meV. The hydrogen mode then contributes 0.994 of the fixed-lattice mean square.

The remaining modes were computed for 108, 256 and 500 palladium atoms. A finite crystal lacks the longest waves. With frequency proportional to wave number $q$, the missing part is an integral of $q^2\,dq/q$ at 0 K and of $q^2\,dq/q^2$ when those waves are thermally excited. For a crystal of edge $\ell$ it therefore falls as $\ell^{-2}$ and $\ell^{-1}$ respectively. Extrapolation on this basis gives 0.0007 Å$^2$ at 0 K and 0.0029 Å$^2$ at 300 K. The second figure lies about 20% above that for the largest crystal computed, so it is the less certain one. It is also probably too low for real palladium, because springs set by the highest phonon alone make the model crystal too stiff against shear: its two shear constants are 103 and 51 GPa, against roughly 72 and 25 GPa in palladium. Nearest-neighbour force constants fitted instead to those elastic constants raise the part at 300 K to about 0.0039 Å$^2$ and the total displacement from 0.193 to 0.196 Å.

Added to the fixed-lattice mean squares, these parts give 0.175 Å at 0 K and about 0.19 Å at 300 K. The factor 0.994 of the hydrogen mode is left out of these sums; including it would not change the rounded values. These are displacements from a fixed lattice point, not from the moving neighbours.

### Tunnelling to the next site

Neighbouring octahedral sites are 2.751 Å apart. As a model of a straight path between them, take $V=V_0\sin^2(\pi x/L)$, with $L$ now this distance and $V_0=230$ meV, a rough hopping barrier. With $\theta=\pi x/L$, energies in units of $R=\hbar^2\pi^2/(2mL^2)=2.705$ meV, and $\sigma=V_0/R=85.0$, the equation is

$$-\phi''+\sigma\sin^2\theta\,\phi=\varepsilon\phi .$$

For a deep well, the harmonic ground state gives $\varepsilon\approx\sqrt\sigma$ and a normalization factor $(\sqrt\sigma/\pi)^{1/4}$. Away from the centre write $\phi=e^{-S}$ with $S=\sqrt\sigma S_0+S_1$, so that $-S'^2+S''+\sigma\sin^2\theta=\sqrt\sigma$. The terms of order $\sigma$ give $S_0'=\sin\theta$. Those of order $\sqrt\sigma$ give $-2S_0'S_1'+S_0''=1$, hence $S_1'=-\tfrac12\tan(\theta/2)$. Integration from the centre yields

$$\phi=\left(\frac{\sqrt\sigma}{\pi}\right)^{1/4}\frac{e^{-\sqrt\sigma(1-\cos\theta)}}{\cos(\theta/2)} .$$

At the barrier top, $\theta=\pi/2$, this means $\phi^2=2(\sqrt\sigma/\pi)^{1/2}e^{-2\sqrt\sigma}$ and, to leading order, $\phi'=-\sqrt\sigma\,\phi$.

The band of states $\psi$ has its lower edge where $\psi'=0$ at the barrier top and its upper edge where $\psi=0$ there. Adding or subtracting the tail from the next well makes $\psi=2\phi$ at the lower edge and $\psi'=2\phi'$ at the upper one. Multiply the equation for $\psi$ by $\phi$, that for $\phi$ by $\psi$, subtract, and integrate from $0$ to $\pi/2$. Half the normalization lies in this range, so

$$\tfrac12(\varepsilon_\psi-\varepsilon)=\left[\phi'\psi-\psi'\phi\right]_{\theta=\pi/2}.$$

The two edges are shifted by $\mp4\sqrt\sigma\,\phi^2$, and the width is

$$W=8R\sqrt\sigma\,\phi^2=\frac{16}{\sqrt\pi}\,R\,\sigma^{3/4}e^{-2\sqrt\sigma}.$$

This gives $6.7\times10^{-6}$ meV. A plane-wave solution of the same model gives $6.4\times10^{-6}$ meV, about $10^{-7}$ of the quantum. The model is crude: its own harmonic quantum, $2\sqrt{V_0R}$, is about 50 meV, and the path is taken as straight. The straight line crosses the midpoint of a Pd–Pd bond, 1.375 Å from two metal atoms. The usual hop instead passes through a triangular face and the tetrahedral site, and the barrier used here belongs to that path. With $L$ shortened to the octahedral–tetrahedral distance, 1.684 Å, the same potential gives about $10^{-2}$ meV, far larger but still small against 69 meV. The exponent $-2\sqrt\sigma$ is proportional to the distance and to the square root of the barrier. Modest errors in either change the width strongly, so only its smallness should be used. It leaves the displacement within one site unaffected at the precision quoted here.

### Reading the number for real palladium

A quantum near 69 meV is typical of hydrogen at low concentration in palladium. In the hydrogen-rich hydride it is lower, roughly by one or two tenths, and the displacement is correspondingly larger. The lattice constant, highest phonon and barrier used here are rough typical values. At room temperature neither the ground state nor the fixed lattice is a good assumption: in these models, heating and metal motion together raise the displacement from 0.173 to about 0.19 Å, by some 11%; a softer host raises this to about 13%, and a well that stiffens outward lowers it by one or two points. The value 0.17 Å therefore belongs to low temperature and should not be used unchanged for a room-temperature displacement. The figures for the main models are in the numerical output below.

## Computed results

```
input: vibrational quantum = 69.0 meV
input: temperature of use = 300 K
input, rough: lattice constant = 3.89 A
input, rough: highest host phonon = 28 meV
input, rough: hopping barrier = 230 meV
input: palladium mass = 106.42 u
hydrogen mass = 1.67353e-27 kg
reduced Planck constant = 1.054572e-34 J s
quantum in joule = 1.1055e-20 J
angular frequency = 1.0483e+14 rad/s
spring constant = 18.39 N/m
hbar^2/(2m) = 2.0739 meV A^2
mean square per axis, formula = 0.03006 A^2
mean square per axis, grid = 0.03006 A^2
rms per axis = 0.1734 A
rms per axis = 0.01734 nm
rms in three dimensions = 0.3003 A
zero-point energy, three axes = 103.5 meV
kinetic energy per axis, grid = 17.250 meV
potential energy per axis, grid = 17.250 meV
H-Pd distance = 1.945 A
rms per axis / H-Pd distance = 0.089
rms if quantum 10% lower = 0.1827 A
rms if quantum 10% higher = 0.1653 A
quartic well: rms per axis = 0.1733 A
quartic well: mean square / bound = 0.99918
quartic well: sum rule / (hbar^2/2m) = 1.000000
box: width = 0.9434 A
box: mean square / bound = 0.9674
box: rms = 0.1705 A
thermal energy kT = 25.85 meV
rms at 300 K, rigid host = 0.1858 A
classical rms at 300 K = 0.1501 A
classical equals zero-point at = 400 K
host springs Pd-Pd = 40.0 N/m
springs H-Pd = 9.15 N/m
local-mode mean square / formula = 0.9944
host part, 108 Pd: 0 K 0.00063, 300 K 0.00205 A^2
host part, 256 Pd: 0 K 0.00065, 300 K 0.00225 A^2
host part, 500 Pd: 0 K 0.00066, 300 K 0.00237 A^2
host part, large crystal, 0 K = 0.00068 A^2
host part, large crystal, 300 K = 0.00285 A^2
rms with host motion, 0 K = 0.175 A
rms with host motion, 300 K = 0.193 A
distance between octahedral sites = 2.751 A
recoil energy R = 2.705 meV
barrier / R = 85.0
tunnelling band width, plane waves = 6.37e-06 meV
tunnelling band width, formula = 6.70e-06 meV
band width / quantum = 9.2e-08
```
